# What a Small-Cell Hybrid Correction Leaves Out: a program that tests the result

```python
# Result under test: the composite energy
#   C = E_S(large) + E_H(small) - E_S(small)
# misses E_H(large) by the mixed difference
#   R = E_H(large) - E_S(large) - E_H(small) + E_S(small).
# S = semilocal-like method, H = hybrid method with Fock fraction a.
# For variational energies R is the integral over the Fock fraction x of
# w_x(large) - w_x(small), w = Fock exchange minus local exchange.
# For a charged defect R follows from the two dielectric constants.
# Model 1: self-consistent periodic chain, two sites per cell, energies in eV.
# Model 2: Gaussian charge in a periodic cubic dielectric, lengths in angstrom.
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erfc

HOP, OFFSET, U_SITE, V_BOND = 1.0, 1.0, 2.0, 0.5
DEFECT_SHIFT, FOCK_FRACTION = 1.0, 0.25
LOCAL_COEFF = U_SITE / 4  # equals on-site Fock exchange at one electron/site


@lru_cache(maxsize=None)
def solve_chain(cells, fraction, has_defect):
    """Return total energy, exchange difference w, and orbital gap."""
    sites = 2 * cells
    neighbours = np.roll(np.eye(sites), 1, axis=1)
    neighbours = neighbours + neighbours.T
    site_energy = OFFSET * np.where(np.arange(sites) % 2 == 0, -1.0, 1.0)
    if has_defect:
        site_energy[0] += DEFECT_SHIFT
    h = np.diag(site_energy) - HOP * neighbours
    interaction = U_SITE * np.eye(sites) + V_BOND * neighbours
    density = np.eye(sites)
    converged = False
    for _ in range(1000):
        n = np.diag(density)
        fock = h + np.diag(interaction @ n)
        fock = fock - fraction * 0.5 * interaction * density
        local_potential = -(4 / 3) * LOCAL_COEFF * np.cbrt(n)
        fock = fock + (1 - fraction) * np.diag(local_potential)
        levels, orbitals = np.linalg.eigh(fock)
        occupied = orbitals[:, :cells]
        change = 2 * occupied @ occupied.T - density
        density = density + 0.5 * change
        if np.max(np.abs(change)) < 2e-12:
            converged = True
            break
    assert converged, "self-consistency not reached"
    gap = levels[cells] - levels[cells - 1]
    assert gap > 0.1, "closed-shell insulating state required"
    n = np.diag(density)
    fock_exchange = -0.25 * np.sum(interaction * density**2)
    local_exchange = -LOCAL_COEFF * np.sum(n ** (4 / 3))
    energy = np.sum(h * density) + 0.5 * n @ interaction @ n
    energy += fraction * fock_exchange + (1 - fraction) * local_exchange
    return energy, fock_exchange - local_exchange, gap


def defect_value(cells, fraction, item=0):
    """Defect cell minus perfect cell: item 0 is energy, item 1 is w."""
    return (solve_chain(cells, fraction, True)[item]
            - solve_chain(cells, fraction, False)[item])


def mixed(energy_function, small, large, semi, hybrid):
    return (energy_function(large, hybrid) - energy_function(large, semi)
            - energy_function(small, hybrid) + energy_function(small, semi))


small, large, reference = 4, 12, 32
a = FOCK_FRACTION
print(f"Chain hopping, site offset (+/-): {HOP:.2f}, {OFFSET:.2f} eV")
print(f"On-site and bond repulsion: {U_SITE:.2f}, {V_BOND:.2f} eV")
print(f"Local-exchange coefficient: {LOCAL_COEFF:.2f} eV")
print(f"Defect site shift: {DEFECT_SHIFT:.2f} eV; Fock fraction: {a:.2f}")
for name, x in (("semilocal", 0.0), ("hybrid", a)):
    gap = solve_chain(reference, x, False)[2]
    print(f"Perfect-chain orbital gap, {name}, {reference} cells: {gap:.4f} eV")
print("Defect energies: cells, semilocal (eV), hybrid (eV), difference (eV)")
for cells in (4, 6, 8, 12, 16, 24, 32):
    es, eh = defect_value(cells, 0.0), defect_value(cells, a)
    print(f"  {cells:2d}  {es:.6f}  {eh:.6f}  {eh - es:.6f}")

# The reference must be converged if it stands for the infinite chain.
for x in (0.0, a):
    assert abs(defect_value(24, x) - defect_value(reference, x)) < 1e-3

composite = (defect_value(large, 0.0) + defect_value(small, a)
             - defect_value(small, 0.0))
remainder = defect_value(large, a) - composite
size_change = defect_value(large, a) - defect_value(small, a)
method_change = defect_value(large, a) - defect_value(large, 0.0)
print(f"Small and large chain: {small}, {large} cells")
print(f"Composite defect energy: {composite:.6f} eV")
print(f"Large-cell hybrid minus composite, R: {1000 * remainder:.4f} meV")
print(f"Hybrid size change, large minus small: {1000 * size_change:.4f} meV")
print(f"Method change in large cell: {1000 * method_change:.4f} meV")
error_infinite = composite - defect_value(reference, a)
print(f"Composite minus {reference}-cell hybrid: {1000 * error_infinite:.4f} meV")
for cells in (6, 8):
    r = mixed(defect_value, cells, large, 0.0, a)
    print(f"R with small cell of {cells} cells: {1000 * r:.4f} meV")

# Independent road: integrate exchange expectation values, not energies.
nodes, weights = np.polynomial.legendre.leggauss(6)
integral = 0.0
for node, weight in zip(nodes, weights):
    x = float(0.5 * a * (node + 1))
    integral += 0.5 * a * weight * (
        defect_value(large, x, 1) - defect_value(small, x, 1))
assert abs(integral - remainder) < 1e-8
print(f"R from exchange integral: {1000 * integral:.4f} meV")

slope = defect_value(large, 0.0, 1) - defect_value(small, 0.0, 1)
print(f"R first-order estimate: {1000 * a * slope:.4f} meV")
first_order_errors = []
for x in (0.02, 0.01):
    exact = mixed(defect_value, small, large, 0.0, x)
    first_order_errors.append(exact - x * slope)
order_ratio = first_order_errors[0] / first_order_errors[1]
assert abs(order_ratio - 4) < 0.3
print(f"First-order error ratio, fraction 0.02 to 0.01: {order_ratio:.4f}")


# Raw energies grow with size, so their mixed difference has a bulk part.
def raw_defect_energy(cells, x):
    return solve_chain(cells, x, True)[0]


bulk_difference = (solve_chain(24, a, False)[0]
                   - solve_chain(24, 0.0, False)[0]) / 24
raw_test = mixed(raw_defect_energy, 16, 32, 0.0, a)
intensive_test = mixed(defect_value, 16, 32, 0.0, a)
assert abs(raw_test - intensive_test - 16 * bulk_difference) < 2e-3
raw_remainder = mixed(raw_defect_energy, small, large, 0.0, a)
print(f"Bulk hybrid minus semilocal energy: {bulk_difference:.6f} eV/cell")
print(f"R from raw total energies, 4 and 12 cells: {raw_remainder:.6f} eV")
print(f"Bulk part, 8 cells times bulk difference: {8*bulk_difference:.6f} eV")

# Charged defect in a cubic cell; zero-wavevector term is omitted.
COULOMB = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
CHARGE, WIDTH, SCREENING = 1.0, 1.0, 2.0
EPS_S, EPS_H = 13.0, 11.0
SIDE_SMALL, SIDE_LARGE = 10.0, 20.0


def madelung_constant():
    eta = 2.0
    points = np.arange(-7, 8)
    grid = np.stack(np.meshgrid(points, points, points), -1).reshape(-1, 3)
    r2 = np.sum(grid**2, axis=1).astype(float)
    r2 = r2[r2 > 0]
    g2 = 4 * np.pi**2 * r2
    potential = np.sum(erfc(eta * np.sqrt(r2)) / np.sqrt(r2))
    potential += np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
    potential -= np.pi / eta**2 + 2 * eta / np.sqrt(np.pi)
    return -potential


def screened_weight(k2, eps):
    inverse_eps = 1 / eps + (1 - 1 / eps) * k2 / (k2 + SCREENING**2)
    return inverse_eps * np.exp(-k2 * WIDTH**2)


@lru_cache(maxsize=None)
def charged_size_error(side, eps):
    limit = int(np.ceil(7 * side / (2 * np.pi)))
    points = np.arange(-limit, limit + 1)
    x, y, z = np.meshgrid(points, points, points)
    k2 = (2 * np.pi / side) ** 2 * (x**2 + y**2 + z**2).ravel()
    k2 = k2[k2 > 0]
    periodic = np.sum(4 * np.pi / k2 * screened_weight(k2, eps)) / side**3
    isolated = 2 / np.pi * quad(
        lambda k: screened_weight(k * k, eps), 0, 10, epsabs=1e-12)[0]
    return 0.5 * COULOMB * CHARGE**2 * (periodic - isolated)


alpha = madelung_constant()


def leading_law(side, eps):
    return -alpha * COULOMB * CHARGE**2 / (2 * eps * side)


def full_law(side, eps):
    constant = 4 * np.pi * ((1 - 1 / eps) / SCREENING**2 - WIDTH**2 / eps)
    cubic = -0.5 * COULOMB * CHARGE**2 * constant / side**3
    return leading_law(side, eps) + cubic


print(f"Cubic Madelung constant: {alpha:.6f}")
print(f"Coulomb constant: {COULOMB:.6f} eV angstrom")
print(f"Defect charge: {CHARGE:.0f} e; Gaussian width: {WIDTH:.2f} angstrom")
print(f"Dielectric crossover wavevector: {SCREENING:.2f} 1/angstrom")
print(f"Dielectric constants, semilocal and hybrid: {EPS_S:.1f}, {EPS_H:.1f}")
for side in (SIDE_SMALL, SIDE_LARGE):
    for name, eps in (("semilocal", EPS_S), ("hybrid", EPS_H)):
        direct = charged_size_error(side, eps)
        assert abs(direct - full_law(side, eps)) < 1e-5
        print(f"Size error, {name}, side {side:.0f} angstrom: "
              f"{1000*direct:.4f} meV (1/L law {1000*leading_law(side,eps):.4f})")

charged_r = mixed(charged_size_error, SIDE_SMALL, SIDE_LARGE, EPS_S, EPS_H)
leading_r = (0.5 * alpha * COULOMB * CHARGE**2 * (1 / EPS_H - 1 / EPS_S)
             * (1 / SIDE_SMALL - 1 / SIDE_LARGE))
cubic_r = (0.5 * COULOMB * CHARGE**2 * 4 * np.pi
           * (1 / EPS_H - 1 / EPS_S) * (1 / SCREENING**2 + WIDTH**2)
           * (1 / SIDE_LARGE**3 - 1 / SIDE_SMALL**3))
assert abs(charged_r - leading_r - cubic_r) < 1e-6
charged_change = (charged_size_error(SIDE_LARGE, EPS_H)
                  - charged_size_error(SIDE_SMALL, EPS_H))
corrected_r = mixed(lambda side, eps: charged_size_error(side, eps)
                    - leading_law(side, eps),
                    SIDE_SMALL, SIDE_LARGE, EPS_S, EPS_H)
assert abs(corrected_r) < abs(charged_r)
# With the leading term removed, doubling both cells divides R by eight.
corrected_double = mixed(lambda side, eps: charged_size_error(side, eps)
                         - leading_law(side, eps),
                         2 * SIDE_SMALL, 2 * SIDE_LARGE, EPS_S, EPS_H)
assert abs(corrected_r / corrected_double - 8) < 0.02
print(f"Charged R, direct sums: {1000 * charged_r:.4f} meV")
print(f"Charged R, leading formula: {1000 * leading_r:.4f} meV")
print(f"Charged R, inverse-cube part: {1000 * cubic_r:.4f} meV")
print(f"Charged hybrid size change: {1000 * charged_change:.4f} meV")
print(f"Missed fraction, direct: {charged_r / charged_change:.4f}")
print(f"Missed fraction, leading formula: {1 - EPS_H / EPS_S:.4f}")
print(f"Charged R after separate 1/L corrections: {1000*corrected_r:.4f} meV")
print(f"Corrected R ratio on doubling both cells: "
      f"{corrected_r / corrected_double:.4f}")
print("every check passed")
```

Running it gives:

```
Chain hopping, site offset (+/-): 1.00, 1.00 eV
On-site and bond repulsion: 2.00, 0.50 eV
Local-exchange coefficient: 0.50 eV
Defect site shift: 1.00 eV; Fock fraction: 0.25
Perfect-chain orbital gap, semilocal, 32 cells: 1.2381 eV
Perfect-chain orbital gap, hybrid, 32 cells: 1.3999 eV
Defect energies: cells, semilocal (eV), hybrid (eV), difference (eV)
   4  1.422529  1.446668  0.024139
   6  1.403191  1.428678  0.025487
   8  1.398822  1.424939  0.026118
  12  1.397411  1.423868  0.026458
  16  1.397306  1.423805  0.026498
  24  1.397298  1.423800  0.026503
  32  1.397298  1.423800  0.026503
Small and large chain: 4, 12 cells
Composite defect energy: 1.421549 eV
Large-cell hybrid minus composite, R: 2.3192 meV
Hybrid size change, large minus small: -22.7994 meV
Method change in large cell: 26.4579 meV
Composite minus 32-cell hybrid: -2.2512 meV
R with small cell of 6 cells: 0.9708 meV
R with small cell of 8 cells: 0.3402 meV
R from exchange integral: 2.3192 meV
R first-order estimate: 2.1938 meV
First-order error ratio, fraction 0.02 to 0.01: 3.9874
Bulk hybrid minus semilocal energy: -0.091018 eV/cell
R from raw total energies, 4 and 12 cells: -0.715830 eV
Bulk part, 8 cells times bulk difference: -0.728146 eV
Cubic Madelung constant: 2.837297
Coulomb constant: 14.399645 eV angstrom
Defect charge: 1 e; Gaussian width: 1.00 angstrom
Dielectric crossover wavevector: 2.00 1/angstrom
Dielectric constants, semilocal and hybrid: 13.0, 11.0
Size error, semilocal, side 10 angstrom: -171.0576 meV (1/L law -157.1388)
Size error, hybrid, side 10 angstrom: -198.0466 meV (1/L law -185.7094)
Size error, semilocal, side 20 angstrom: -80.3093 meV (1/L law -78.5694)
Size error, hybrid, side 20 angstrom: -94.3969 meV (1/L law -92.8547)
Charged R, direct sums: 12.9013 meV
Charged R, leading formula: 14.2853 meV
Charged R, inverse-cube part: -1.3840 meV
Charged hybrid size change: 103.6497 meV
Missed fraction, direct: 0.1245
Missed fraction, leading formula: 0.1538
Charged R after separate 1/L corrections: -1.3840 meV
Corrected R ratio on doubling both cells: 8.0000
every check passed
```
